# Transmission zeros between same-sublattice sites of a bipartite molecule

## Two numbers to explain

Six sites form a ring with equal hopping between neighbours. One lead touches site 1, the other touches site 4, and an electron at the middle of the spectrum is transmitted with probability $9.95\times10^{-3}$. When the second lead is moved from site 4 to site 3, the computed probability falls to zero. The ring, the leads and the strength of the contacts are unchanged.

Sites 1 and 3 belong to the same sublattice, sites 1 and 4 to opposite ones. These notes show that two contacts on the same sublattice give zero transmission at the middle of the spectrum in every bipartite molecule with equal site energies and no zero modes, with or without spatial symmetry, and that the two contacts themselves do not spoil the zero. Contacts on opposite sublattices escape this cancellation, but they are not guaranteed to transmit.

## Model and conventions

The molecule has one orbital per site, the orbitals are orthonormal, and the electrons are independent. The sites divide into sublattices $A$ and $B$, and hopping connects only sites of different sublattices. All site energies are equal, and their common value is the zero of energy. With the $A$ sites listed first,

$$H=\begin{pmatrix}0&B\\ B^\dagger&0\end{pmatrix}.$$

The Fermi energy is placed at $E=0$. The Green's function of the isolated molecule is $g(E)=(E-H)^{-1}$. If $H\psi_n=\varepsilon_n\psi_n$ with orthonormal $\psi_n$, then

$$g_{ij}(E)=\sum_n\frac{\psi_n(i)\,\psi_n^*(j)}{E-\varepsilon_n}.\tag{1}$$

A zero mode is an eigenstate with $\varepsilon=0$. We assume there is none, so $g(0)=-H^{-1}$ is finite and needs no infinitesimal imaginary part.

This assumption restricts the molecule. If $N_A>N_B$, the condition $B^\dagger u=0$ gives $N_B$ equations for the $N_A$ components of $u$, so it has a nonzero solution, and $(u,0)$ is a zero mode. The same argument with $B$ applies if $N_B>N_A$. Hence $N_A=N_B$, and the square matrix $B$ must be invertible. Equal numbers alone are not enough: in a four-site ring with equal hoppings, amplitudes $+1$ and $-1$ on the two $A$ sites cancel at both $B$ sites, which gives a zero mode.

## The pairing theorem

Let $S$ be the diagonal matrix with entries $s_i=+1$ on $A$ and $s_i=-1$ on $B$. Then $S^2=1$, and $(SHS)_{ij}=s_is_jH_{ij}$. Wherever $H_{ij}\neq0$ the sites lie on opposite sublattices and $s_is_j=-1$. Therefore

$$SHS=-H,\qquad\text{or}\qquad HS=-SH.$$

If $H\psi=\varepsilon\psi$, it follows that

$$H(S\psi)=-SH\psi=-\varepsilon\,(S\psi).$$

Each state at $\varepsilon$ has a partner at $-\varepsilon$, obtained by reversing the sign of its amplitudes on $B$.

We also need to know that the pairs exhaust the spectrum, including degenerate levels. Choose an orthonormal basis $\psi_n$ of all states with $\varepsilon_n>0$. Since $S$ is unitary, the states $S\psi_n$ are orthonormal too. They have negative energies. Conversely, if $\chi$ has negative energy, $S\chi$ has positive energy and $\chi=S(S\chi)$, so $\chi$ is a combination of the $S\psi_n$. With no zero modes, the $\psi_n$ and $S\psi_n$ together form a complete orthonormal basis.

## Cancellation in the isolated molecule

Insert this basis in (1) at $E=0$. The state $\psi_n$ contributes $-\psi_n(i)\psi_n^*(j)/\varepsilon_n$. Its partner has amplitudes $s_i\psi_n(i)$ and energy $-\varepsilon_n$, so it contributes $+s_is_j\psi_n(i)\psi_n^*(j)/\varepsilon_n$. Adding the two,

$$g_{ij}(0)=-\sum_{\varepsilon_n>0}(1-s_is_j)\,\frac{\psi_n(i)\,\psi_n^*(j)}{\varepsilon_n}.\tag{2}$$

For sites on the same sublattice $s_is_j=1$, and every term vanishes:

$$g_{ij}(0)=0\qquad(i,j\text{ on the same sublattice}).\tag{3}$$

The diagonal case $i=j$ is included, and it will be needed below. For opposite sublattices the factor is 2: the two members of a pair reinforce each other. The sum over pairs may still vanish in a particular molecule, so (2) does not promise a nonzero value there.

The interference is thus between states at $\varepsilon$ and $-\varepsilon$. At $E=0$ they are equally far from the electron's energy, on opposite sides.

## Adding the contacts

Let one lead touch site $i$ and the other site $j\neq i$, both on the same sublattice. Eliminating the leads adds self-energies at these sites, so $\Sigma$ is diagonal with entries $\Sigma_i$ and $\Sigma_j$ and zeros elsewhere. The contacted Green's function is $G=(E-H-\Sigma)^{-1}=(g^{-1}-\Sigma)^{-1}$. Multiplying $(g^{-1}-\Sigma)G=1$ from the left by $g$ gives Dyson's equation,

$$G=g+g\Sigma G.$$

Its $ij$ and $jj$ elements are

$$G_{ij}=g_{ij}+g_{ii}\Sigma_iG_{ij}+g_{ij}\Sigma_jG_{jj},\tag{4}$$
$$G_{jj}=g_{jj}+g_{ji}\Sigma_iG_{ij}+g_{jj}\Sigma_jG_{jj}.\tag{5}$$

At $E=0$, (3) makes $g_{ij}$ and $g_{ii}$ vanish. Every term on the right of (4) contains one of them, hence

$$G_{ij}(0)=0.\tag{6}$$

This argument needs $G(0)$ to exist. Since $g^{-1}-\Sigma=g^{-1}(1-g\Sigma)$, we must check that $\det(1-g\Sigma)\neq0$. The matrix $g\Sigma$ has nonzero columns only at $i$ and $j$; the other columns of $1-g\Sigma$ are unit vectors. The determinant therefore reduces to the $2\times2$ block on sites $i,j$:

$$D=(1-g_{ii}\Sigma_i)(1-g_{jj}\Sigma_j)-g_{ij}g_{ji}\Sigma_i\Sigma_j.\tag{7}$$

At $E=0$ all four elements of $g$ vanish and $D=1$. So (6) holds for any finite $\Sigma_i(0)$ and $\Sigma_j(0)$, strong or weak, equal or unequal, with real parts or without. In physical terms, a contact can act on the wave only after the wave has reached a contacted site, and the molecule carries no amplitude between these sites at $E=0$, nor from either site back to itself.

Equations (4) and (5) also give $G_{ij}$ at other energies. Collecting the unknowns,

$$(1-g_{ii}\Sigma_i)G_{ij}-g_{ij}\Sigma_jG_{jj}=g_{ij},$$
$$-g_{ji}\Sigma_iG_{ij}+(1-g_{jj}\Sigma_j)G_{jj}=g_{jj}.$$

The determinant of this system is $D$. Cramer's rule yields

$$G_{ij}=\frac{g_{ij}(1-g_{jj}\Sigma_j)+g_{ij}\Sigma_jg_{jj}}{D}=\frac{g_{ij}}{D}.\tag{8}$$

This form holds for any two distinct contact sites, on the same sublattice or not, wherever $g$ exists and $D\neq0$.

## From the Green's function to transmission

Take each lead to be a semi-infinite chain with sites $m=1,2,\ldots$, hopping $-\tau$, and hopping $-c$ between $m=1$ and the molecule. Inside the chain the amplitudes $\chi_m$ obey $E\chi_m=-\tau(\chi_{m-1}+\chi_{m+1})$, with solutions $e^{\pm ikm}$ and

$$E=-2\tau\cos k,\qquad 0<k<\pi.$$

Since $dE/dk=2\tau\sin k>0$, the wave $e^{ikm}$ travels away from the molecule.

At $m=1$ the equation is $E\chi_1=-\tau\chi_2-c\varphi$, where $\varphi$ is the amplitude on the contacted molecular site. Continue the plane-wave solution to $m=0$, where it satisfies $E\chi_1=-\tau\chi_2-\tau\chi_0$. Comparison gives $\tau\chi_0=c\varphi$.

Let the wave arrive at site $i$. In that lead $\chi_m=e^{-ikm}+re^{ikm}$, so $1+r=(c/\tau)\varphi_i$. In the other lead $\chi_m=te^{ikm}$, so $t=(c/\tau)\varphi_j$. The first chain amplitudes are then

$$\chi_1^{(i)}=e^{-ik}+\left(\frac c\tau\varphi_i-1\right)e^{ik}=-2i\sin k+\frac c\tau e^{ik}\varphi_i,\qquad \chi_1^{(j)}=\frac c\tau e^{ik}\varphi_j.$$

The molecular equation has $-c\chi_1^{(i)}$ at site $i$ and $-c\chi_1^{(j)}$ at site $j$. Moving the parts proportional to $\varphi$ to the left gives

$$\big[(E-H-\Sigma)\varphi\big]_n=2ic\sin k\;\delta_{ni},\qquad \Sigma_i=\Sigma_j=-\frac{c^2}{\tau}e^{ik}.$$

Thus $\varphi_j=2ic\sin k\,G_{ji}$. Define $\Gamma=-2\,\mathrm{Im}\,\Sigma_i=2(c^2/\tau)\sin k$. Then

$$t=\frac c\tau\varphi_j=i\Gamma G_{ji},\qquad T=|t|^2=\Gamma^2|G_{ji}|^2.\tag{9}$$

No velocity factor appears because the two leads are identical. Exchanging $i$ and $j$ in the proof of (6) gives $G_{ji}(0)=0$ as well, so $T(0)=0$.

## The ring

The ring has hopping $-2.5$ eV. The leads have $\tau=4$ eV and $c=1$ eV. These are model parameters, not those of a named molecule. At $E=0$, $k=\pi/2$ and

$$\Sigma_i(0)=-i\,\frac{c^2}{\tau}=-0.25i\ \text{eV},\qquad \Gamma(0)=0.5\ \text{eV}.$$

The eigenstates are $e^{iqn}/\sqrt6$, with energies $-5\cos q$ eV and $q=0,\pm\pi/3,\pm2\pi/3,\pi$. For sites separated by $d$ steps, a level contributes $-\frac{1}{6\varepsilon}\sum_q\cos(qd)$ to $g(0)$, summed over its values of $q$. At $\varepsilon=-2.5$ eV and $d=2$, for example,

$$-\frac{2\cos(2\pi/3)}{6(-2.5)}=-0.0667\ \text{eV}^{-1}.$$

All contributions, in eV$^{-1}$, are:

| Level (eV) | to $g_{13}(0)$ | to $g_{14}(0)$ |
|---:|---:|---:|
| $-5.0$ | $+0.0333$ | $+0.0333$ |
| $-2.5$ | $-0.0667$ | $-0.1333$ |
| $+2.5$ | $+0.0667$ | $-0.1333$ |
| $+5.0$ | $-0.0333$ | $+0.0333$ |

In the middle column the levels at $\pm2.5$ eV cancel each other, as do those at $\pm5$ eV. In the last column the partners are equal, and their sum is $g_{14}(0)=-0.2$ eV$^{-1}$.

For contacts at 1 and 4, $g_{11}$ and $g_{44}$ vanish by (3), but $g_{14}$ does not. From (7), (8) and (9),

$$D=1-(-0.25i)^2(-0.2)^2=1+0.0625\times0.04=1.0025,$$
$$T_{14}(0)=0.5^2\left(\frac{0.2}{1.0025}\right)^2=9.95\times10^{-3}.$$

For contacts at 1 and 3, $T_{13}(0)=0$. The numerical check confirms both results by solving the wave-matching equations directly, without a Green's function.

## How the zero opens with energy

For $|E|$ smaller than the smallest $|\varepsilon_n|$, the geometric series gives

$$g(E)=-H^{-1}(1-EH^{-1})^{-1}=-H^{-1}-EH^{-2}-E^2H^{-3}-E^3H^{-4}-\cdots.$$

From $SHS=-H$ we have $SH^{-n}S=(-1)^nH^{-n}$. Odd inverse powers therefore have no elements within a sublattice, and for such elements

$$g_{ij}(E)=-E(H^{-2})_{ij}+O(E^3).$$

For self-energies that remain finite near $E=0$, $D\to1$. If $(H^{-2})_{ij}\neq0$, the leading behaviour is

$$T(E)\simeq\Gamma(0)^2\,|(H^{-2})_{ij}|^2E^2.\tag{10}$$

In the ring, $H^{-1}=-g(0)$, so $H^{-2}=g(0)^2$. Neighbouring sites have $g=0.2$ eV$^{-1}$ and opposite sites $-0.2$ eV$^{-1}$. The intermediate sites 2, 4 and 6 give

$$(H^{-2})_{13}=g_{12}g_{23}+g_{14}g_{43}+g_{16}g_{63}=0.04-0.04-0.04=-0.04\ \text{eV}^{-2}.$$

At $E=0.1$ eV, (10) gives $0.25\times0.0016\times0.01=4.00\times10^{-6}$. The full calculation gives $4.01\times10^{-6}$.

Relative to the quadratic law, the full transmission is larger by 0.09 %, 0.37 % and 1.48 % at 0.05, 0.10 and 0.20 eV. The excess grows about fourfold when $E$ doubles, for the following reason. The relative correction to $g_{13}$ is of order $E^2$. So is that to $\Gamma$, because $\sin k=\sqrt{1-E^2/4\tau^2}$. The linear term in $D$ is $E[\Sigma_i(0)(H^{-2})_{ii}+\Sigma_j(0)(H^{-2})_{jj}]$, which is imaginary here and changes $|D|^2$ only at order $E^2$. A self-energy with a real part at $E=0$ can instead give a relative correction linear in $E$; the leading law (10) is unaffected.

## Which zeros survive, and what removes them

The contacts preserve the zero between the contacted sites. They do not preserve every same-sublattice zero of the isolated molecule. To see the difference, let $\Sigma$ be any matrix $\Sigma_A$ confined to sublattice $A$. At $E=0$, $g_{AA}=g_{BB}=0$, and the blocks of Dyson's equation are

$$G_{AA}=g_{AA}+g_{AA}\Sigma_AG_{AA}=0,$$
$$G_{AB}=g_{AB}+g_{AA}\Sigma_AG_{AB}=g_{AB},$$
$$G_{BB}=g_{BB}+g_{BA}\Sigma_AG_{AB}=g_{BA}\Sigma_Ag_{AB}.\tag{11}$$

The inverse exists because $1-g\Sigma$ is block triangular with unit diagonal blocks, so its determinant is 1. All zeros within $A$ survive, while the $B$ block is in general filled. For the ring contacted at 1 and 3, which we call $A$ sites,

$$G_{46}(0)=g_{41}\Sigma_1g_{16}+g_{43}\Sigma_3g_{36}=(-0.25i)(-0.04-0.04)=+0.02i\ \text{eV}^{-1},$$

although $g_{46}(0)=0$. Likewise $G_{22}(0)=(-0.25i)(0.04+0.04)=-0.02i$ eV$^{-1}$.

The derivation of (11) nowhere requires $\Sigma_A$ to come from a lead. A change of site energy on $A$ is also covered. Raising site 5 by 1 eV makes the trace of $H$ nonzero, so its levels can no longer form pairs $\pm\varepsilon$; yet $T_{13}(0)$ remains zero. When the change is confined to the sublattice of the contacts, the sublattice structure of the original molecule is thus enough for the zero, and pairing in the modified one is not necessary.

A term $U$ at a site $p$ on $B$ acts differently. Let $G'$ be the Green's function with the two contacts at $i,j$ on $A$, before $U$ is added. Dyson's equation gives

$$G_{ij}=G'_{ij}+G'_{ip}UG_{pj},\qquad G_{pj}=G'_{pj}+G'_{pp}UG_{pj}.$$

Solve the second equation for $G_{pj}$ and use $G'_{ij}=0$, $G'_{ip}=g_{ip}$ and $G'_{pj}=g_{pj}$ at $E=0$. The last equality is the $BA$ block of Dyson's equation, $G'_{BA}=g_{BA}+g_{BA}\Sigma_AG'_{AA}=g_{BA}$. The result is

$$G_{ij}(0)=\frac{g_{ip}\,U\,g_{pj}}{1-UG'_{pp}},\tag{12}$$

provided the denominator is nonzero. The zero at $E=0$ is lost whenever $U$, $g_{ip}$ and $g_{pj}$ are all nonzero: the wave can now go from $i$ to $p$, scatter there, and continue to $j$.

For a shift $U=1$ eV at site 2, the numerator is $0.2\times1\times0.2=0.04$ eV$^{-1}$ and the denominator is $1+0.02i$. Hence

$$T_{13}(0)=0.25\times\frac{0.0016}{1.0004}=4.00\times10^{-4}.$$

A small real shift in the ring moves the zero rather than destroying it. The modified ring still has a real Green's function in its gap, and by (8) the transmission vanishes wherever its $13$ element does. To first order in $E$ and $U$ that element is $(0.04\ \text{eV}^{-2})(E+U)$, so the zero sits near $E=-U$; for $U=0.2$ eV it lies at $-0.201$ eV. For $U=1$ eV no zero remains in the gap.

A third identical lead at site 2 has $U=-0.25i$ eV. The numerator is $-0.01i$ eV$^{-1}$ and the denominator is $1-(-0.25i)(-0.02i)=1.005$. Equation (9) still applies between leads 1 and 3, since a lead without an incoming wave enters the molecular equation through its self-energy alone. The direct transmission is

$$T_{13}(0)=0.25\left(\frac{0.01}{1.005}\right)^2=2.48\times10^{-5}.$$

## How a zero mode can remove the zero

A chain of three sites with hopping $-h$ is bipartite, and its ends lie on the same sublattice. It has the zero mode $(1,0,-1)/\sqrt2$. In (1) this mode contributes $-1/(2E)$ to $g_{13}(E)$, which diverges as $E\to0$. At $E=0.001$ eV and $h=2.5$ eV the full result is $-500$ eV$^{-1}$. The cancellation in (2) has no partner to offer for this state.

Contacts at the ends make the response finite, but do not restore a zero. Let $\Sigma_1=\Sigma_3=\Sigma_0=-i\Gamma/2$ at $E=0$, and let $x_n=G_{n1}$ be the first column of $G=(-H-\Sigma)^{-1}$. Its equations are

$$hx_2-\Sigma_0x_1=1,\qquad h(x_1+x_3)=0,\qquad hx_2-\Sigma_0x_3=0.$$

The second gives $x_1=-x_3$. Subtracting the third from the first gives $-\Sigma_0(x_1-x_3)=1$, or $2\Sigma_0x_3=1$. Therefore

$$G_{31}(0)=\frac1{2\Sigma_0}=\frac i\Gamma,\qquad T(0)=\Gamma^2\,\frac1{\Gamma^2}=1.$$

The same pair of end sites that a sublattice rule alone would declare dark transmits perfectly, because the zero mode lies at the electron's energy and couples equally to both leads.

A zero mode does not always do this. In a chain of five sites with hopping $-h$ the zero mode $(1,0,-1,0,1)/\sqrt3$ has no amplitude at sites 2 and 4, so it contributes nothing to $g_{22}$, $g_{44}$ or $g_{24}$. The remaining states still pair, $g_{24}(E)\simeq E/(3h^2)$, and with contacts at sites 2 and 4 the transmission vanishes as $E^2$ when $E\to0$. The absence of zero modes is sufficient for the zero, but not necessary for every pair of contacts.

## Limits of the model

The exact zero at the middle of the spectrum belongs to the strictly bipartite model. The π orbitals of a real conjugated molecule also couple between second neighbours, on both sublattices, and this breaks $SHS=-H$. In the ring, a second-neighbour hopping of $-0.3$ eV puts the middle of the gap at $0.300$ eV and the zero at $0.619$ eV; with the lead band centred on the middle of the gap, $T_{13}$ there is $3.8\times10^{-5}$ and $T_{14}$ is $9.7\times10^{-3}$. Transport through σ orbitals, electron interactions and a Fermi energy away from the middle of the gap are also outside the model. For a real junction the rule therefore suggests a suppressed π transmission, not a vanishing conductance.

## Calculated quantities

```
Ring hopping magnitude: 2.500 eV
Lead hopping tau: 4.000 eV; contact hopping c: 1.000 eV
Sigma(0): -0.0000 -0.2500i eV
Gamma(0): 0.5000 eV
Level contributions to isolated g(0), degeneracies summed:
  level -5.000 eV: g_13 +0.033333, g_14 +0.033333 eV^-1
  level -2.500 eV: g_13 -0.066667, g_14 -0.133333 eV^-1
  level +2.500 eV: g_13 +0.066667, g_14 -0.133333 eV^-1
  level +5.000 eV: g_13 -0.033333, g_14 +0.033333 eV^-1
Isolated |g_13(0)|, rounding level: 0.0e+00 eV^-1
Isolated g_12(0): +0.200000 eV^-1
Isolated g_23(0): +0.200000 eV^-1
Isolated g_14(0): -0.200000 eV^-1
Contacts 1,3: |G_13(0)|, rounding level: 0.0e+00 eV^-1
Contacts 1,3: imaginary part of G_22(0): -0.020000 eV^-1
Contacts 1,3: imaginary part of G_46(0): +0.020000 eV^-1
T_13(0), rounding level: 0.0e+00 (dimensionless)
T_14(0): 9.950187e-03 (dimensionless)
(H^-2)_13: -0.040000 eV^-2
Transmission 1,3 near zero energy (dimensionless):
  E 0.05 eV: full 1.00092e-06, quadratic law 1.00000e-06, full/law-1 +0.092 %
  E 0.10 eV: full 4.01473e-06, quadratic law 4.00000e-06, full/law-1 +0.368 %
  E 0.20 eV: full 1.62375e-05, quadratic law 1.60000e-05, full/law-1 +1.484 %
Site-energy shift used: 1.000 eV
T_13(0), shift at site 5, rounding level: 0.0e+00 (dimensionless)
T_13(0), shift at site 2: 3.998401e-04 (dimensionless)
T_13(0), third lead at site 2: 2.475186e-05 (dimensionless)
Three-site chain: g_13 at 0.001 eV: -500.0000 eV^-1
Three-site chain with end contacts: T(0) 1.000000 (dimensionless)
```
